# How strongly do point charges bind magnesocene's ions?

**Question.** Magnesocene, $\mathrm{Mg(C_5H_5)_2}$, can be pictured as a dipositive magnesium ion between two cyclopentadienide rings, each carrying one negative charge. If these charges were all that mattered, how large would the binding energy be, and how would it change with the size of the molecule, the height of the rings and the charge of the metal?

**Answer.** The estimate needs Coulomb's law and the geometry of a pentagon. It also needs a clear zero of energy, because several different quantities could be called the binding energy.

## The model and its zero of energy

Put a point charge $+2e$ at the origin. Place one regular carbon pentagon at height $h$ above it and another at the same distance below, with both planes perpendicular to the common axis. Each ring has total charge $-e$, shared equally, so every carbon carries $-e/5$. The hydrogens carry no charge in this model. To begin with the rings are eclipsed, each upper carbon standing directly above a lower one.

The zero of energy is the state in which the magnesium ion and the two rings are infinitely far apart, each ring keeping its shape and its charge. A negative energy therefore means that work is needed to separate the ions. The repulsion among the five charges within one ring is present both before and after separation, so it cancels and is left out.

Two charges $q_1e$ and $q_2e$ at distance $r$ have the energy $Kq_1q_2/r$, with

$$K=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \mathrm{eV\,nm}.$$

The geometry uses round values, a carbon–carbon distance $s=0.142$ nm and a ring height $h=0.200$ nm. Neighbouring carbons are seen from the ring centre at an angle of $72^\circ$. Halving the isosceles triangle formed by the centre and two neighbours gives $s/2=R\sin36^\circ$, so the ring radius is

$$R=\frac{s}{2\sin36^\circ}=0.1208\ \mathrm{nm}.$$

The line from magnesium to a carbon is the hypotenuse of a right triangle with sides $R$ and $h$:

$$d=\sqrt{R^2+h^2}=0.2337\ \mathrm{nm}.$$

## The attraction

All ten carbons lie at the same distance $d$ from the metal, and each pair contributes $K(2)(-1/5)/d$. Hence

$$E_{\mathrm{MR}}=10\left(-\frac{2K}{5d}\right)=-\frac{4K}{d}
=-\frac{4(1.43996)}{0.23365}\ \mathrm{eV}=-24.65\ \mathrm{eV}.$$

The number of carbons has dropped out. Any distribution of the same total charge around the same circle gives this attraction, since every point of the circle is at distance $d$ from the metal. Moving charge nearer to or farther from the metal does change it.

## The repulsion between the rings

Let an upper and a lower carbon differ by an angle $\theta$ about the axis. Their vertical separation is $2h$, and the law of cosines gives the square of their horizontal separation as $2R^2-2R^2\cos\theta$. Therefore

$$r^2=4h^2+2R^2-2R^2\cos\theta .$$

For rings twisted by an angle $\phi$, the possible values are $\theta_m=2\pi m/5+\phi$, with $m=0,1,2,3,4$. Each value occurs for five of the 25 pairs, once for every upper carbon. The product of two carbon charges is $+1/25$, so

$$E_{\mathrm{RR}}=\frac{K}{25}\,5\sum_{m=0}^{4}\frac1{r_m}
=\frac K5\sum_{m=0}^{4}\frac1{r_m}.$$

In the eclipsed case $r_0=0.40000$ nm occurs once in this sum, while $r_1=0.42446$ nm and $r_2=0.46129$ nm occur twice each. Then

$$E_{\mathrm{RR}}=\frac{1.43996}{5}\left(\frac1{0.40000}+\frac2{0.42446}+\frac2{0.46129}\right)\mathrm{eV}=3.33\ \mathrm{eV}.$$

The net energy is

$$E=E_{\mathrm{MR}}+E_{\mathrm{RR}}=-24.65+3.33=-21.3\ \mathrm{eV},$$

or about $-2060$ kJ/mol. The attraction alone is nearly $-25$ eV; the value near $-21$ eV already includes the repulsion between the rings.

The zero of energy can be checked mechanically. Adding the Coulomb forces on the rings and integrating them while both rings move to infinity gives a work of $21.326$ eV, equal to $-E$. By contrast, the energy of all eleven charges relative to eleven separated charges would include $3.282$ eV of internal repulsion for each ring. It would be $-21.326+2(3.282)=-14.76$ eV, which answers a different question.

## A shorter estimate, and why the twist hardly matters

The ring–ring sum can be replaced by one term. Define

$$A=4h^2+2R^2,\qquad \epsilon=\frac{2R^2}{A},$$

so that $r_m^2=A(1-\epsilon\cos\theta_m)$. Here $A=0.1892\ \mathrm{nm^2}$ and $\epsilon=0.154$. Since $\epsilon$ is small, expand the inverse square root:

$$\frac1{r_m}=\frac1{\sqrt A}\left(1+\frac{\epsilon}{2}\cos\theta_m+\frac{3\epsilon^2}{8}\cos^2\theta_m+\cdots\right).$$

The five angles are equally spaced, so the average of $\cos\theta_m$ is zero and that of $\cos^2\theta_m$ is $1/2$. Thus

$$E_{\mathrm{RR}}=\frac{K}{\sqrt{4h^2+2R^2}}\left(1+\frac{3\epsilon^2}{16}+\cdots\right).$$

The leading term is $3.311$ eV. The correction factor is $1+3(0.1543)^2/16=1.0045$, which brings the result to $3.325$ eV, within $0.001$ eV of the full sum.

The same expansion shows how the energy depends on twist. An average over five equally spaced angles removes $\cos n\theta$ unless $n$ is a multiple of five. The first twist-dependent term therefore comes from $\cos^5\theta$, which contains $\cos(5\theta)/16$. The coefficient of $x^5$ in $(1-x)^{-1/2}$ is $63/256$, so to leading order

$$E_{\mathrm{twist}}=\frac{K}{\sqrt A}\,\frac{63}{256}\,\frac{\epsilon^5}{16}\cos5\phi .$$

Its amplitude is about $4.4\ \mu$eV. Going from eclipsed ($\phi=0$) to staggered ($\phi=36^\circ$) changes $\cos5\phi$ from $1$ to $-1$, which lowers the energy by about $8.9\ \mu$eV. The full sum gives $9.2\ \mu$eV.

At 300 K the thermal energy $k_BT$ is $25.9$ meV, about 2800 times this change. The point charges therefore give no useful preference for either arrangement. This does not settle the twist preference of the real molecule, to which other interactions contribute.

## How the energy scales with size

If every length is multiplied by $\lambda$ at fixed charges, every Coulomb term is divided by $\lambda$:

$$E(\lambda h,\lambda s)=\frac{E(h,s)}{\lambda}.$$

A model molecule one per cent larger in all directions is thus bound about one per cent less strongly, a loss of about $0.21$ eV.

Changing the ring height alone gives a different law. From $d^2=R^2+h^2$ at fixed $R$ we have $\partial d/\partial h=h/d$. From the expression for $r_m^2$ we have $\partial r_m/\partial h=4h/r_m$. Differentiating the two energy terms gives

$$\frac{\partial E}{\partial h}=\frac{4Kh}{d^3}-\frac K5\sum_{m=0}^{4}\frac{4h}{r_m^3}.$$

The first term is $90.3$ eV/nm and the second subtracts $14.3$ eV/nm, leaving $76.0$ eV/nm. Raising each ring by $0.005$ nm should then cost about $76.0\times0.005=0.38$ eV; direct evaluation gives $0.375$ eV. A modest uncertainty in the geometry already affects the first decimal place, so "about $-21$ eV" is a sensible way to quote the result.

The local power law follows from the logarithmic slope:

$$\frac{h}{E}\frac{\partial E}{\partial h}
=\frac{0.200\times76.0}{-21.33}=-0.71 .$$

Near the chosen geometry, $|E|$ falls roughly as $h^{-0.71}$. The fall is slower than $1/h$ because the fixed ring radius contributes to the distance $d$.

The effect of the ring size follows from the scaling law. Differentiate it with respect to $\lambda$ and set $\lambda=1$:

$$h\frac{\partial E}{\partial h}+s\frac{\partial E}{\partial s}=-E.$$

The first term is $15.2$ eV and the right side is $21.3$ eV, so $s\,\partial E/\partial s=6.1$ eV. A one per cent increase in $h$ alone raises the energy by $0.15$ eV, while a one per cent increase in $s$ alone raises it by $0.06$ eV. The ring height is the more important length here.

## Distant rings and close rings

When $h\gg R$, each ring looks like a point charge at its centre. Expanding both parts to the first correction gives

$$-\frac{4K}{d}\simeq-\frac{4K}{h}+\frac{2KR^2}{h^3},\qquad
\frac K{\sqrt A}\simeq\frac K{2h}-\frac{KR^2}{8h^3}.$$

Their sum is

$$E\simeq-\frac{7K}{2h}+\frac{15KR^2}{8h^3}.$$

The factor $7/2$ is four units of attraction less half a unit of repulsion. At $h=0.200$ nm the first term gives $-25.2$ eV, which is $3.9$ eV too low compared with the full pentagon model. The correction adds $4.9$ eV and overshoots, giving $-20.3$ eV. With $R/h=0.60$ the rings are not distant, and the full expression is the better choice.

At the opposite extreme, let eclipsed rings approach the metal. The attraction tends to the finite value $-4K/R$, but the facing carbons have $r_0=2h$ and contribute

$$\frac K5\frac1{2h}=\frac{K}{10h},$$

which grows without limit. The energy must therefore turn upward at sufficiently small $h$.

The slope at $h=0.050$ nm shows that this happens much too late. Inserting that height in the derivative above gives $K(89.5-60.4)\ \mathrm{nm^{-2}}$, which is still positive, so the rings are still pulled inward. With the rings held eclipsed, the energy has its minimum in $h$ at $0.041$ nm (twisting the rings there lowers it further), where facing carbons of the two rings would be less than $0.10$ nm apart. That is shorter than the carbon–carbon bond within a ring and has no bearing on the real structure. The point charges estimate an energy at a supplied geometry; they do not predict the geometry. Among other things, they lack the short-range repulsion between overlapping electron clouds, which opposes such a close approach.

## How the energy scales with charge

Let the metal have charge $+Qe$ while each ring keeps charge $-e$. At fixed geometry the attraction is proportional to $Q$ and the ring–ring repulsion does not change:

$$E(Q)=-\frac{2QK}{d}+E_{\mathrm{RR}}=(-12.33\,Q+3.33)\ \mathrm{eV}.$$

For $Q=1$ this gives $-9.0$ eV, and for $Q=2$ it gives $-21.3$ eV. Doubling the metal charge more than doubles the binding, because the same repulsion has to be paid in both cases. These values compare charges at one geometry. A real metal ion of another charge would generally have another size and so another $h$.

If instead all charges are reduced by a common factor $\delta$, every product of charges is multiplied by $\delta^2$. With $\delta=0.9$ the Coulomb energy becomes $0.81\times(-21.3)=-17.3$ eV. This is the interaction of the reduced charges with one another. It is not the energy relative to fully charged ions, since the energy of transferring charge between metal and rings has not been counted.

## What the point charges leave out

A restricted Hartree–Fock calculation in the 6-31G basis, at the same ring geometry and with carbon–hydrogen distances of $0.108$ nm, allows the neglected effects to be sized. It treats each electron in the average field of the others. Its interaction energy uses the same zero, the separated ions.

First keep the electron density of each ion frozen as it is in isolation. A bare $+2e$ charge then interacts with the two calculated ring densities by $-26.0$ eV, compared with $-24.65$ eV for charges on the carbons. In this basis, placing the charge on the carbons understates the attraction by about $1.4$ eV. The amount depends strongly on the basis: with diffuse and polarization functions added to the ring (6-31+G*), the calculated attraction is $-25.0$ eV and the difference shrinks to about $0.4$ eV. In the larger aug-cc-pVDZ basis the attraction is $-24.7$ eV and the difference almost vanishes, so most of the $1.4$ eV comes from the small basis.

Giving the magnesium ion its own electron cloud changes the value to $-26.5$ eV. By Gauss's law, a spherical ion acts as a point charge on anything outside its cloud, so the further $0.5$ eV measures the overlap of the clouds. The ring–ring part is $3.6$ eV instead of $3.3$ eV. Altogether the frozen ions have an electrostatic energy of $-22.9$ eV, $1.6$ eV below the point-charge result.

Two larger effects of opposite sign remain. Electrons of the same spin cannot occupy the same state, and imposing this on the overlapping frozen ions costs $3.0$ eV. This is the exchange, or Pauli, repulsion. Allowing the electron clouds to respond to one another then lowers the energy by $4.2$ eV. That relaxation contains both polarization and charge transfer, which are not separated here.

The total Hartree–Fock interaction energy is $-24.0$ eV, so the point-charge model recovers 89 per cent of it. The difference of $-2.7$ eV is the sum of three changes: $-1.6$ eV from electrostatics, $+3.0$ eV from Pauli repulsion and $-4.2$ eV from relaxation, apart from rounding. In this basis the agreement is partly a cancellation, since Pauli repulsion and relaxation are each larger than the net discrepancy. Most of the electrostatic change comes from the bare-charge attraction, which weakens by $1.3$ eV on going to aug-cc-pVDZ. The total and the other parts are given in 6-31G only, so neither they nor the 89 per cent should be taken as converged to the digits shown.

The reference has limits of its own. It omits electron correlation, and its basis has neither diffuse nor polarization functions. The rings are not allowed to change shape. A correction of $0.65$ eV has been made for basis-set superposition, the artificial lowering that occurs when one ion borrows the basis functions of another. The size of this correction, and the basis dependence of the bare-charge attraction, are warnings against reading the Hartree–Fock total or its separate parts as precise values for the real molecule.

## What the number means for the real precursor

Magnesocene is used as a vapour source of magnesium, for example in doping gallium nitride. The model's magnesium–carbon distance of $0.234$ nm is close to the rough real value of $0.23$ nm, so the geometry is not far from typical. The assumption of rigid, non-overlapping ions is less secure. At the Hartree–Fock level described above, removing it and using the calculated densities moves the energy from $-21.3$ to $-24.0$ eV.

Neither value is the energy needed to break the molecule into neutral pieces. Let $I$ be the energy required to remove two electrons from a magnesium atom, and let $a$ be the energy released when one neutral ring radical gains an electron and takes the ring shape used here. Forming the molecule from a neutral atom and two neutral radicals then changes the energy by

$$\Delta E_{\mathrm{neutral}}=I-2a+E .$$

Hartree–Fock, which omits electron correlation, gives $I=21.3$ eV, while the measured value is $22.7$ eV. With either value the ionization cost almost cancels the point-charge energy. The closeness of the two numbers has no special significance: moving the rings by $0.005$ nm changes $E$ by nearly $0.4$ eV and leaves $I$ untouched. The cancellation does show that a bond energy relative to neutral fragments is a small difference between large terms, for which this model is too coarse.

Nor does $E$ give the vapour pressure, which depends on forces between molecules, or a decomposition temperature, which depends on the reaction path. What the estimate does supply is the scale of the ionic interaction inside one molecule: about $-21$ eV at this geometry, with the dependence on distance and charge derived above. The numerical output below lists the main values to more digits.

## Calculated quantities

```
Coulomb constant K: 1.43996 eV nm
C-C distance s (round input): 0.142 nm
ring height h (round input): 0.200 nm
C-H distance (round input, RHF only): 0.108 nm
ring radius R: 0.12079 nm
Mg-C distance d: 0.23365 nm
inter-ring distance r_0 (count 1): 0.40000 nm
inter-ring distance r_1 (count 2): 0.42446 nm
inter-ring distance r_2 (count 2): 0.46129 nm
Mg-ring attraction, both rings: -24.652 eV
ring-ring repulsion: 3.326 eV
ring-ring repulsion, hand estimate: 3.311 eV
ring-ring repulsion, uniform circles: 3.326 eV
net point-charge energy: -21.326 eV
net point-charge energy: -2058 kJ/mol
work to separate the ions, from forces: 21.326 eV
energy with charges at ring centres: -25.199 eV
self-energy of one ring (excluded): 3.282 eV
slope dE/dh: 76.0 eV/nm
energy change for h larger by 0.005 nm: 0.375 eV
staggered minus eclipsed: -9.22 micro-eV
kT at 300 K: 25.9 meV
Reference level: RHF/6-31G at the same geometry
bare +2 charge with RHF ring densities: -26.01 eV
frozen ions, metal-ring electrostatics: -26.51 eV
frozen ions, ring-ring electrostatics: 3.63 eV
frozen ions, total electrostatics: -22.89 eV
exchange (Pauli) repulsion: 3.01 eV
relaxation, superposition removed: -4.16 eV
basis-set superposition removed: 0.65 eV
total RHF interaction energy: -24.03 eV
point-charge energy / RHF energy: 0.888 (ratio)
RHF cost of Mg -> Mg2+ + 2 electrons: 21.32 eV
```
